\section*{Static dielectric tensor from Born charges, eigendisplacements and transverse optical frequencies}

\section{Derivation from the quantum states of the vibrating crystal}

\subsection{Symbols and results taken over}

The cell has fixed volume $\Omega$, and $\mathbf E$ is the macroscopic field. The column $u$ holds the $3n$ ionic displacements of a cell, $M$ is the diagonal mass matrix, and $K$ is the matrix of force constants at $\mathbf E=0$. The matrix $Z$ contains the Born charges in units of $e$. The eigendisplacements obey $KU_m=\omega_m^2MU_m$ and $U_m^TMU_n=\delta_{mn}$, and the mode charge is $\bar{\mathbf Z}_m=ZU_m$. It vanishes for the three rigid translations. The mode strength is $S_{m,ab}=\bar Z_{m,a}\bar Z_{m,b}$, and a prime on a sum restricts it to the optical modes. With clamped ions $\epsilon^\infty=1+\chi$. The enthalpy per cell is \eqref{eq:F}, and the result to be derived again is \eqref{eq:main}. The balance of forces is not used this time. The ions are quantum particles, and the response is found from the shift of their energy levels.

\subsection{The coordinates that feel a uniform field}

Take $N$ cells with periodic boundary conditions, and let $u_l$ be the displacements in cell $l$. The electrons follow the ions adiabatically, so the enthalpy acts as the potential energy of the ions. By lattice periodicity, each cell has the same coupling to a uniform field. The sum of these couplings for equal displacements must be $N$ times the coupling in \eqref{eq:F}, so the term in the Hamiltonian is
\begin{equation}
-e\,\mathbf E^TZ\sum_lu_l .
\end{equation}
Separate the uniform part of the motion from the rest:
\begin{equation}
u_l=\frac{1}{\sqrt N}\sum_mU_mQ_m+r_l,\qquad \sum_lr_l=0 .
\end{equation}
Summing over cells gives $\sum_lu_l=\sqrt N\sum_mU_mQ_m$. The field therefore acts on the coordinates $Q_m$ alone.

These coordinates are independent of the $r_l$. In the kinetic energy the cross term contains $\sum_l\dot r_l=0$. In the potential energy, a uniform displacement produces the same force in every cell, because the force constants depend on the separation of cells. The work of equal forces on the $r_l$ is again proportional to $\sum_lr_l=0$.

The uniform part has kinetic energy
\begin{equation}
N\cdot\frac12\cdot\frac1N\sum_{mn}\dot Q_mU_m^TMU_n\dot Q_n=\frac12\sum_m\dot Q_m^2 ,
\end{equation}
and the same steps with $U_m^TKU_n=\omega_m^2\delta_{mn}$ give the potential energy $\frac12\sum_m\omega_m^2Q_m^2$. With $\Pi_m$ the momentum conjugate to $Q_m$, each optical mode has the Hamiltonian
\begin{equation}
H_m=\tfrac12\Pi_m^2+\tfrac12\omega_m^2Q_m^2-g_mQ_m,\qquad
g_m=e\sqrt N\,\bar{\mathbf Z}_m\cdot\mathbf E .
\label{eq:Hm}
\end{equation}
For the translations $g_m=0$.

\subsection{Level shifts and the dielectric tensor}

Let $|\nu\rangle$ be the oscillator state with $\nu$ quanta at zero field. From $Q_m=\sqrt{\hbar/2\omega_m}\,(a+a^\dagger)$, the nonzero matrix elements from this state are
\begin{equation}
\langle\nu+1|Q_m|\nu\rangle=\sqrt{\frac{\hbar(\nu+1)}{2\omega_m}},\qquad
\langle\nu-1|Q_m|\nu\rangle=\sqrt{\frac{\hbar\nu}{2\omega_m}} .
\end{equation}
The diagonal element is zero, so there is no first-order shift. In second order, the energy of the initial state minus that of the intermediate state is $-\hbar\omega_m$ for the upper neighbour and $+\hbar\omega_m$ for the lower one:
\begin{equation}
\Delta_m=g_m^2\left[\frac{\hbar(\nu+1)/2\omega_m}{-\hbar\omega_m}
+\frac{\hbar\nu/2\omega_m}{\hbar\omega_m}\right]
=-\frac{g_m^2}{2\omega_m^2}.
\label{eq:shift}
\end{equation}
Both $\hbar$ and $\nu$ have cancelled. There are no higher-order shifts in this model, because
\begin{equation}
\tfrac12\omega_m^2Q_m^2-g_mQ_m
=\tfrac12\omega_m^2\left(Q_m-\frac{g_m}{\omega_m^2}\right)^2-\frac{g_m^2}{2\omega_m^2},
\end{equation}
which is the original oscillator with a moved centre and a lowered energy.

Since all levels shift equally, the partition function of the mode is multiplied by $\exp(-\Delta_m/k_BT)$, and its free energy shifts by $\Delta_m$ at any temperature $T$. The field-dependent free energy of the crystal is thus
\begin{equation}
\mathcal A(\mathbf E)-\mathcal A(0)=-N\Omega\mathbf P_0\cdot\mathbf E
-\frac{N\varepsilon_0\Omega}{2}\mathbf E^T\chi\mathbf E
-\frac{Ne^2}{2}\sum_m{}^{'}\frac{(\bar{\mathbf Z}_m\cdot\mathbf E)^2}{\omega_m^2}.
\end{equation}
The derivative of a free energy with respect to a parameter is the thermal average of the derivative of the Hamiltonian. Here that average is $-N\Omega\langle P_a\rangle$. Since the derivative of $(\bar{\mathbf Z}_m\cdot\mathbf E)^2$ with respect to $E_a$ is $2\bar Z_{m,a}\,\bar{\mathbf Z}_m\cdot\mathbf E$,
\begin{equation}
\langle P_a\rangle=P_{0,a}+\varepsilon_0\sum_b\chi_{ab}E_b
+\frac{e^2}{\Omega}\sum_m{}^{'}\sum_b\frac{\bar Z_{m,a}\bar Z_{m,b}}{\omega_m^2}E_b .
\end{equation}
Inserting this in \eqref{eq:def} gives \eqref{eq:main} again. The number of cells has cancelled.

\subsection{Why the strength is an oscillator strength}

The dipole matrix element between the ground state and the state with one quantum in mode $m$ is
\begin{equation}
\mu_{m,a}=e\sqrt N\,\bar Z_{m,a}\sqrt{\frac{\hbar}{2\omega_m}} .
\end{equation}
The ionic polarizability of the crystal is $2\sum_m'\mu_{m,a}\mu_{m,b}/(\hbar\omega_m)$, which equals $Ne^2\sum_m'S_{m,ab}/\omega_m^2$. One factor $1/\omega_m$ comes from the squared zero-point amplitude and the other from the energy denominator. For a reference mass $m_r$, the dimensionless oscillator strength $2m_r\omega_m\mu_{m,a}^2/(\hbar e^2)$ is $Nm_rS_{m,aa}$. Thus $S_m$ is an oscillator strength per cell and per reference mass.

The total strength is fixed by charges and masses. Let the $U_m$ be the columns of a square matrix $U$. Then $U^TMU=1$ means that $U^TM$ is the inverse of $U$, so $UU^TM=1$ and $UU^T=M^{-1}$. Therefore
\begin{equation}
\sum_mS_{m,ab}=(ZUU^TZ^T)_{ab}=\sum_{\kappa c}\frac{Z_{a,\kappa c}Z_{b,\kappa c}}{M_\kappa}.
\end{equation}
In the model crystal, the squares of the six mode charges along $y$ add up to $0.6669\ e^2\,{\rm amu}^{-1}$. The Born charges and masses give $0.3122+0.1464+0.2083=0.6669$ in the same unit. For given charges and masses, the force constants decide how this strength is distributed over frequency, and so how much static response it produces.

\subsection{The masses drop out of the static sum}

Masses enter $U_m$ and $\omega_m$, yet the static sum does not depend on them. Define $L=\sum_m'U_mU_m^T/\omega_m^2$, so that the ionic part of \eqref{eq:main} is $e^2ZLZ^T/(\varepsilon_0\Omega)$. Using $KU_m=\omega_m^2MU_m$ and $MUU^T=1$,
\begin{equation}
KL=\sum_m{}^{'}MU_mU_m^T=1-\sum_{m\in{\rm ac}}MU_mU_m^T ,
\end{equation}
where ``ac'' denotes the three translations. Multiplied by $Z^T$ from the right, the last sum vanishes because $ZU_m=0$ for a translation. Hence $K(LZ^T)=Z^T$, an equation without masses. Two solutions found with different masses differ by null vectors of $K$, which are rigid translations, and multiplication by $Z$ removes them. So $ZLZ^T$ is independent of the masses.

Doubling the mass of B in the model lowers the first mode from $156.10$ to $137.84$ cm$^{-1}$ and shifts the others, while the ionic part of $\epsilon_{yy}$ stays at $12.685$. The program tests this invariance for the full tensor.

\subsection{Which frequencies belong in the formula}

The $\omega_m$ are frequencies at zero macroscopic field. A lattice wave can create such a field. Consider a wave with direction $\hat{\mathbf q}$, long compared with the cell but short enough that retardation is negligible. Its field is longitudinal, $\mathbf E=E\hat{\mathbf q}$, and without free charge $\hat{\mathbf q}\cdot\mathbf D=0$ for the oscillating parts. Write $z=Z^T\hat{\mathbf q}$ and $\epsilon^\infty_q=\hat{\mathbf q}^T\epsilon^\infty\hat{\mathbf q}$. Equation \eqref{eq:Pol} gives
\begin{equation}
0=\varepsilon_0\epsilon^\infty_qE+\frac e\Omega z^Tu,\qquad
E=-\frac{e\,z^Tu}{\varepsilon_0\Omega\epsilon^\infty_q}.
\end{equation}
The force \eqref{eq:force} is then
\begin{equation}
f=-Ku+ezE=-\left(K+\frac{e^2}{\varepsilon_0\Omega\epsilon_q^\infty}zz^T\right)u .
\end{equation}
The field adds a restoring force. If $\hat{\mathbf q}\cdot\bar{\mathbf Z}_m=z^TU_m=0$, the added force vanishes for $U_m$, and the mode keeps the frequency $\omega_m$. A polar mode is thus observed at $\omega_m$ when the wave runs perpendicular to its mode charge. This is the sense in which the $\omega_m$ are transverse optical (TO) frequencies, also in a crystal of low symmetry.

For a general direction, let $\zeta_m=\hat{\mathbf q}\cdot\bar{\mathbf Z}_m$ and $\alpha=e^2/(\varepsilon_0\Omega\epsilon^\infty_q)$. In the optical coordinates the squared frequencies at $D_q=0$, called $x_j$, are the eigenvalues of $\Lambda+\alpha\zeta\zeta^T$, where $\Lambda$ is diagonal with entries $\omega_m^2$. Its determinant is $\det\Lambda\,\det(1+\alpha\Lambda^{-1}\zeta\zeta^T)$. The second matrix multiplies the vector $\Lambda^{-1}\zeta$ by $1+\alpha\zeta^T\Lambda^{-1}\zeta$ and leaves every vector perpendicular to $\zeta$ unchanged. For $\zeta\neq0$ these vectors span the space, since $\zeta^T\Lambda^{-1}\zeta>0$. Therefore
\begin{equation}
\frac{\prod_jx_j}{\prod_m\omega_m^2}
=1+\frac{e^2}{\varepsilon_0\Omega\epsilon^\infty_q}\sum_m{}^{'}\frac{\zeta_m^2}{\omega_m^2}
=\frac{\hat{\mathbf q}^T\epsilon^{\rm st}\hat{\mathbf q}}{\hat{\mathbf q}^T\epsilon^\infty\hat{\mathbf q}} .
\label{eq:lst}
\end{equation}
The last step is \eqref{eq:main} projected on $\hat{\mathbf q}$ and divided by $\epsilon_q^\infty$. For $\zeta=0$ both ratios are one. This is a generalized Lyddane--Sachs--Teller relation.

For $\hat{\mathbf q}=(1,2,2)/3$ the wavenumbers in the model, in cm$^{-1}$, are
\begin{center}
\begin{tabular}{lrrrrrr}
$\mathbf E=0$ & 156.10 & 188.05 & 201.45 & 237.70 & 253.39 & 291.69\\
$D_q=0$ & 156.16 & 199.88 & 236.88 & 253.25 & 288.18 & 421.99
\end{tabular}
\end{center}
The product of the squared ratios is $4.804$. The projected tensors give $14.548/3.028=4.804$. The program solves for the longitudinal field separately at each displacement and tests this equality.

The first mode has the largest static contribution by trace, yet it hardly shifts. Its mode charge is $(-0.0266,0.5027,-0.4417)$ in $e\,{\rm amu}^{-1/2}$, so $\zeta_1=(-0.0266+1.0054-0.8834)/3=0.032$ in the same unit. It is nearly perpendicular to $\hat{\mathbf q}$, and the wave creates little field through it. The other modes reduce the shift further. The eigenvalue equation $(\Lambda-x)v=-\alpha\zeta\,(\zeta^Tv)$, solved for $v$ and multiplied by $\zeta^T$, gives $1+\alpha\sum_m'\zeta_m^2/(\omega_m^2-x)=0$. Close to $\omega_1^2$ the other terms vary slowly, so
\begin{equation}
x_1-\omega_1^2\approx\frac{\alpha\zeta_1^2}{1+\alpha\sum_{m>1}\zeta_m^2/(\omega_m^2-\omega_1^2)} .
\end{equation}
The numerator alone corresponds to a shift of $0.68$ cm$^{-1}$. The denominator is about $13$, mostly from mode 2 with $\zeta_2=0.748$, which screens the field. The shift is then about $0.05$ cm$^{-1}$, in agreement with the table within its rounding.

\subsection{What each derivation assumes}

Both derivations require an insulator, electrons that follow the ions adiabatically, a weak field and a fixed cell. In a piezoelectric crystal that is free to strain, the strain is a further coordinate that responds to the field. It is absent from $u$, and its contribution is absent from \eqref{eq:main}. Both derivations also require stability: with a negative $\omega_m^2$, the point $u=0$ is not a minimum and the oscillator in \eqref{eq:Hm} has no ground state.

They differ in what they assume about the ions. The force balance treats them as classical particles at rest. It needs the second derivatives of $F$ at one point, and higher derivatives do not affect the linear response there. Masses enter it merely through the choice of basis. The quantum derivation allows zero-point and thermal motion, but it assumes that $F$ is quadratic over the whole range of that motion.

A quartic term shows the difference. Add $\lambda Q^4$, with $\lambda>0$, to the potential energy of one mode and drop the index $m$. The force balance still gives $dQ/dg=1/\omega^2$ at $g=0$. For a classical mode at temperature $T$, differentiating the Boltzmann average of $Q$ with respect to $g$ gives $d\langle Q\rangle/dg=\langle Q^2\rangle/k_BT$ at $g=0$, where $\langle Q\rangle=0$ by symmetry. Let $s=k_BT/\omega^2$ be the harmonic value of $\langle Q^2\rangle$. The Gaussian averages are $\langle Q^4\rangle=3s^2$ and $\langle Q^6\rangle=15s^3$. To first order in $\lambda$,
\begin{equation}
\langle Q^2\rangle=s-\frac{\lambda}{k_BT}\left(15s^3-s\cdot3s^2\right)
=s-\frac{12\lambda s^3}{k_BT},
\end{equation}
and therefore
\begin{equation}
\frac{d\langle Q\rangle}{dg}=\frac{1}{\omega^2}\left(1-\frac{12\lambda k_BT}{\omega^4}\right).
\end{equation}
The correction vanishes as $T\to0$ in this classical estimate. It grows as the mode softens. This single mode shows the mechanism, but in a crystal $Q$ is a collective coordinate. Take one coordinate per cell, $y_l=Q/\sqrt N+r_l$, with a term $\lambda_0y_l^4$ in each cell. The sum over cells contains $\lambda_0Q^4/N$, so $\lambda=\lambda_0/N$ and this part of the correction disappears for large $N$. The sum also contains $6\lambda_0Q^2\sum_lr_l^2/N$, which to first order in $\lambda_0$ raises $\omega^2$ by $12\lambda_0\langle r^2\rangle$. The relative correction $12\lambda s/\omega^2$ found above is thus replaced by $12\lambda_0\langle r^2\rangle/\omega^2$, which comes from the motion of the other modes and survives for large $N$. The two derivations agree because a harmonic oscillator responds to a constant force by moving its centre, whatever its state of motion. Where anharmonic motion is appreciable, \eqref{eq:main} with the curvatures at the minimum remains the response of classical ions at rest, but in general it is no longer the response of the moving ions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell vector 1 (angstrom): 4.0 0.0 0.0
cell vector 2 (angstrom): 0.4 4.2 0.0
cell vector 3 (angstrom): 0.2 0.6 4.6
cell volume: 77.280 angstrom^3
atom A fractional position: 0.00 0.00 0.00
atom B fractional position: 0.50 0.50 0.10
atom C fractional position: 0.45 0.10 0.55
masses A B C (amu): 40.0 20.0 16.0
ion charges A B C (e): 4.0 -2.0 -2.0
shell charges A B C (e): -1.0 -2.0 -2.0
core-shell springs A B C (eV/angstrom^2): 20.0 10.0 8.0
bond spring at 2.5 angstrom: 5.0 eV/angstrom^2
spring decay length, cutoff: 0.5, 5.0 angstrom
bonds per cell: 20
field step: 1e-04 V/angstrom
displacement step: 1e-04 angstrom
Born charge A, P along x (e): 3.3236 0.0494 0.0573
Born charge A, P along y (e): 0.0567 3.5335 -0.0186
Born charge A, P along z (e): 0.0518 -0.0040 3.5131
Born charge B, P along x (e): -1.6830 -0.0496 -0.0153
Born charge B, P along y (e): -0.0788 -1.7085 0.0489
Born charge B, P along z (e): 0.0068 -0.0097 -1.9597
Born charge C, P along x (e): -1.6406 0.0003 -0.0420
Born charge C, P along y (e): 0.0221 -1.8250 -0.0303
Born charge C, P along z (e): -0.0585 0.0136 -1.5534
largest Born-charge sum: 4.2e-11 e
Born charge, dipole minus force: 1.8e-10 e
mode 1: 156.10 cm^-1; charge (e/sqrt(amu)): -0.02664 0.50272 -0.44167
mode 2: 188.05 cm^-1; charge (e/sqrt(amu)): 0.17952 0.45493 0.57746
mode 3: 201.45 cm^-1; charge (e/sqrt(amu)): 0.15383 0.23319 0.09592
mode 4: 237.70 cm^-1; charge (e/sqrt(amu)): 0.67211 0.03212 -0.21746
mode 5: 253.39 cm^-1; charge (e/sqrt(amu)): -0.26481 0.38142 -0.19437
mode 6: 291.69 cm^-1; charge (e/sqrt(amu)): -0.08908 0.07938 0.16998
mode 1 delta eps xx yy zz: 0.0185 6.6036 5.0972
mode 2 delta eps xx yy zz: 0.5803 3.7265 6.0041
mode 3 delta eps xx yy zz: 0.3713 0.8532 0.1444
mode 4 delta eps xx yy zz: 5.0908 0.0116 0.5329
mode 5 delta eps xx yy zz: 0.6954 1.4427 0.3746
mode 6 delta eps xx yy zz: 0.0594 0.0472 0.2162
strongest mode by trace: 1
its U on A (amu^-1/2): -0.00097 0.06052 -0.05861
its U on B (amu^-1/2): -0.04537 0.00352 0.10680
its U on C (amu^-1/2): 0.05913 -0.15569 0.01303
practical factor A: 4.920643e+07 cm^-2 angstrom^3 amu
tensor order below: xx yy zz yz xz xy (dimensionless)
eps_inf: 2.9448 3.0401 3.0011 -0.0030 0.0250 0.0173
lattice sum: 6.8157 12.6848 12.3695 -1.4335 1.1555 0.8721
static eps, modes: 9.7605 15.7249 15.3706 -1.4365 1.1805 0.8894
static eps, relaxed: 9.7605 15.7249 15.3706 -1.4365 1.1805 0.8894
largest difference: 2.9e-08
mass B doubled, modes (cm^-1): 137.84 158.42 187.40 206.89 225.23 273.46
mass B doubled, lattice sum: 6.8157 12.6848 12.3695 -1.4335 1.1555 0.8721
direction q: 0.3333 0.6667 0.6667
zero-D modes along q (cm^-1): 156.16 199.88 236.88 253.25 288.18 421.99
product of squared frequency ratios: 4.803830
static/eps_inf ratio along q: 4.803830
\end{verbatim}
